# Escape Cone and Escape Probability of Isotropic Electrons at a Flat Surface

## The question

When a polymer resist is exposed to energetic photons or electrons, it fills with secondary electrons of a few electronvolts. Some of those created near the top of the film leave it; the others return to the interior, where they lose energy and may be trapped. An electron with more than enough energy to exist in vacuum can still fail to escape, because energy stored in motion along the surface does not help it over the barrier. We ask what fraction of electrons with isotropic directions can pass.

The answer depends on how the electrons are counted. With $E$ the electron's energy and $U$ the vacuum level, both measured from the bottom of the band inside, the limit is $1-\sqrt{U/E}$ when electrons are counted uniformly by direction. When they are counted as they strike the surface from an isotropic gas, the limit is $1-U/E$, which is larger. Both are derived here, together with the conditions that select one or the other.

## Assumptions and the escape cone

The solid occupies $z<0$ and vacuum $z>0$. The surface is flat and its potential depends on $z$ alone. Inside, the electron has an isotropic parabolic band with the free-electron mass $m$. Energies are measured from the bottom of this band: $E$ is the electron's total energy and $U$ the vacuum level, with $E>U>0$. No energy is lost at the surface, and there is no applied field.

Let $\theta$ be the internal angle between the velocity and the outward normal, and $\mu=\cos\theta$. An electron approaching the surface has $0<\mu\le 1$. Its energy inside is

$$E=\frac{\hbar^2}{2m}\left(k_\parallel^2+k_1^2\right),\qquad \frac{\hbar^2k_\parallel^2}{2m}=E(1-\mu^2),\qquad \frac{\hbar^2k_1^2}{2m}=E\mu^2, \tag{1}$$

where $k_1$ is the normal wave number. Since the potential does not depend on position along the surface, no force acts in that direction and $k_\parallel$ is conserved. With normal wave number $k_2$ outside, energy conservation reads

$$E=U+\frac{\hbar^2k_\parallel^2}{2m}+\frac{\hbar^2k_2^2}{2m}. \tag{2}$$

Inserting $k_\parallel$ from (1) gives

$$\frac{\hbar^2k_2^2}{2m}=E-U-E(1-\mu^2)=E\mu^2-U. \tag{3}$$

A wave that travels away in vacuum needs $k_2^2>0$, hence

$$\mu>\mu_c,\qquad \mu_c=\sqrt{U/E}. \tag{4}$$

The allowed directions form a cone about the normal with half-angle $\theta_c=\arccos\mu_c$. Outside this cone the electron is totally reflected, although $E>U$.

## Two ways of counting

**Counting by direction.** Suppose each electron is counted once and the directions are uniform in solid angle over the outward hemisphere. The solid angle between $\mu$ and $\mu+d\mu$ is $2\pi\,d\mu$, and the hemisphere has $2\pi$, so the normalized weight is $d\mu$. If $T(\mu)\le1$ is the transmission probability inside the cone,

$$P_{\rm dir}=\int_{\mu_c}^{1}T(\mu)\,d\mu\;\le\;\int_{\mu_c}^{1}d\mu=1-\sqrt{\frac UE}. \tag{5}$$

Equality requires $T=1$ throughout the cone, as for a classical particle. If the electrons moving away from the surface are included in the total, the limit is half of (5).

**Counting arrivals.** In a steady isotropic gas of density $n$ and speed $v$, the electrons that strike an area $A$ during $dt$ with direction in $d\Omega$ are those in a slanted cylinder of volume $A\,v\mu\,dt$. Their number is $n\,(d\Omega/4\pi)\,A\,v\mu\,dt$. Arrivals are therefore weighted by $\mu$: steep directions reach the surface more often than grazing ones. Because $\int_0^1\mu\,d\mu=1/2$, the normalized weight is $2\mu\,d\mu$, and

$$P_{\rm flux}=\int_{\mu_c}^{1}2\mu\,T(\mu)\,d\mu\;\le\;1-\mu_c^2=1-\frac UE. \tag{6}$$

Since $1-\mu_c^2=(1-\mu_c)(1+\mu_c)$, the second limit exceeds the first by the factor $1+\sqrt{U/E}$. Near threshold this factor approaches 2; for $E\gg U$ it approaches 1.

The arrival result also follows from counting values of $k_\parallel$. At fixed energy, $2\mu\,d\mu=-d(\sin^2\theta)$, and $\sin^2\theta$ is proportional to $k_\parallel^2$. Equal areas in the $k_\parallel$ plane thus carry equal arrival rates. By (1) and (2), the open values inside fill a disc of area proportional to $E$, and those that are also open outside fill a disc of area proportional to $E-U$. The ratio is $(E-U)/E$.

**The energy zero.** If $K=E-U$ is the kinetic energy in vacuum, (5) becomes $1-\sqrt{U/(U+K)}$. Putting $K$ in place of $E$ in (5) is wrong, and for $K<U$ it would even give a negative probability.

## Which count applies to electrons born below the surface?

Let electrons be born isotropically at depth $d$, and let collisions occur with mean free path $\lambda$. Consider those that reach the surface without a collision. The path length is $d/\mu$, so the survival probability is $e^{-\tau/\mu}$ with $\tau=d/\lambda$. Define

$$E_2(\tau)=\int_0^1e^{-\tau/\mu}\,d\mu. \tag{7}$$

This is proportional to the number of unscattered arrivals. Those inside the cone are proportional to

$$\int_{\mu_c}^1e^{-\tau/\mu}d\mu=E_2(\tau)-\int_0^{\mu_c}e^{-\tau/\mu}d\mu
=E_2(\tau)-\mu_cE_2(\tau/\mu_c), \tag{8}$$

where the last integral was transformed with $\mu=\mu_cs$. With $T=1$, the escape probability per unscattered arrival is

$$P(\tau)=1-\mu_c\,\frac{E_2(\tau/\mu_c)}{E_2(\tau)}. \tag{9}$$

For $\tau\to0$, $E_2\to1$ and (9) gives $1-\mu_c$, the direction count. This is the case of a source much shallower than the mean free path.

As $\tau$ grows, grazing electrons are lost first. To see the effect on $P$, write $\langle\cdot\rangle$ for an average with weight $e^{-\tau/\mu}$ and let $h=1$ inside the cone and $0$ outside, so that $P=\langle h\rangle$. Differentiation gives

$$\frac{dP}{d\tau}=\langle h\rangle\langle1/\mu\rangle-\langle h/\mu\rangle>0, \tag{10}$$

because $1/\mu$ is smaller inside the cone than outside, which puts its mean over the cone below its overall mean. Thus $1-\sqrt{U/E}$ is not an upper limit per arrival for a buried source; it is the lowest value of (9).

For a source uniform in depth, arrivals from all depths are added:

$$\int_0^\infty e^{-z'/(\lambda\mu)}\,dz'=\lambda\mu, \tag{11}$$

with $z'$ the depth. The weight $\mu$ appears again, and the escape probability per unscattered arrival is $1-U/E$. The unscattered arrivals from a thick, uniformly excited film therefore call for (6). Electrons that have already collided can arrive with a different distribution of directions, because escape depletes the region near the surface.

## Reflection of the electron wave

A sharp step reflects part of the wave even inside the cone. Take $e^{ik_1z}+\rho e^{-ik_1z}$ inside and $te^{ik_2z}$ outside. Continuity of the wave function and its slope at $z=0$ gives

$$1+\rho=t,\qquad k_1(1-\rho)=k_2t. \tag{12}$$

Eliminating $\rho=t-1$ gives $t=2k_1/(k_1+k_2)$. The transmitted current relative to the incident one is

$$T=\frac{k_2}{k_1}t^2=\frac{4k_1k_2}{(k_1+k_2)^2}. \tag{13}$$

Set $\mu=\mu_c\cosh x$. Then $E\mu^2=U\cosh^2x$, and (3) gives $E\mu^2-U=U\sinh^2x$. The wave numbers are in the ratio $k_1:k_2=\cosh x:\sinh x$, and since $\cosh x+\sinh x=e^x$,

$$T=4\cosh x\,\sinh x\,e^{-2x}=2\sinh(2x)\,e^{-2x}=1-e^{-4x}. \tag{14}$$

The direction $\mu=1$ corresponds to $X=\operatorname{arcosh}(1/\mu_c)$. With $d\mu=\mu_c\sinh x\,dx$, the direction average is

$$P_{\rm dir}=1-\mu_c-\mu_c\int_0^X e^{-4x}\sinh x\,dx .$$

The integrand equals $\tfrac12(e^{-3x}-e^{-5x})$, so

$$P_{\rm dir}=1-\mu_c-\mu_c\left[\frac1{15}-\frac{e^{-3X}}6+\frac{e^{-5X}}{10}\right]. \tag{15}$$

For arrivals, $2\mu\,d\mu=\mu_c^2\sinh(2x)\,dx$, and $e^{-4x}\sinh(2x)=\tfrac12(e^{-2x}-e^{-6x})$. Hence

$$P_{\rm flux}=1-\mu_c^2-\mu_c^2\left[\frac16-\frac{e^{-2X}}4+\frac{e^{-6X}}{12}\right]. \tag{16}$$

The brackets are integrals of positive functions, so both results lie below their classical limits.

Reflection matters most near threshold. For $K\ll U$, $\cosh X=\sqrt{1+K/U}$ gives $X^2\simeq K/U$, and in (14) $T\simeq4x$. To leading order,

$$P_{\rm dir}\simeq\int_0^X4x\cdot x\,dx=\frac43\left(\frac KU\right)^{3/2}, \tag{17}$$

whereas the classical limit (5) starts as $K/(2U)$. The sharp-step result thus vanishes faster. Equation (17) is accurate only very close to threshold: it lies above (15) by 5% at $K/U=0.001$, by 17% at $0.01$, and by a factor of two at $0.2$. The vanishing of $T$ at the edge of the cone also requires a potential that reaches $U$ within a short distance; the long-ranged image attraction outside a dielectric, the first term of (20), keeps $T$ finite there.

## When the cone changes or disappears

**Unequal masses.** Let the mass inside be $m^*=rm$. The parallel energy is $E(1-\mu^2)$ inside, but the same $k_\parallel$ costs $rE(1-\mu^2)$ in vacuum. Escape requires $rE(1-\mu^2)<E-U$, so

$$\mu_c^2=\max\left[0,\;1-\frac1r\left(1-\frac UE\right)\right]. \tag{18}$$

The classical limits are still $1-\mu_c$ and $1-\mu_c^2$, but they reduce to (5) and (6) only for $r=1$. A light internal mass widens the cone.

**A surface that scatters.** Roughness lets the surface exchange parallel momentum with the electron, and (4) no longer holds. An extreme model is a surface at which the electron forgets both its direction and its side of origin, and leaves with equal probability through every open value of $k_\parallel$ on either side. Their numbers are proportional to $E$ inside and $E-U$ outside, so

$$P_{\rm rand}=\frac{E-U}{E+(E-U)}=\frac{E-U}{2E-U}, \tag{19}$$

whatever the incident direction.

## Worked example: a polymer resist

Take $U=2.5$ eV, $E=6.0$ eV, $\lambda=1.0$ nm and $d=1.0$ nm, rough values chosen for illustration. From (4),

$$\mu_c=\sqrt{2.5/6.0}=0.6455,\qquad\theta_c=49.8^\circ .$$

The two classical limits are

$$1-0.6455=0.355,\qquad 1-2.5/6.0=0.583 ,$$

with ratio $1.65=1+\mu_c$. Using the vacuum kinetic energy of 3.5 eV in place of $E$ in (5) would give 0.155, less than half the correct value.

The cone was tested with classical trajectories through a smooth planar step, for 2000 equally spaced values of $\mu$. The fraction found outside at the end of the run was 0.3550 by direction and 0.5840 with the arrival weight, against 0.3545 and 0.5833 from the formulas. The small excess comes from a single direction, $\mu=0.64525$, just below $\mu_c$: it was still moving slowly on the outer slope of the step when the run ended and later returns into the solid. Without it the fractions are 0.3545 and 0.5833. For $\mu$ between 0.2 and $\mu_c-0.005$, none escaped. When the step was corrugated along the plane of motion, with an amplitude of 1.5 step widths and a period of about 12.6 step widths, a share of about 0.09 of these same directions did escape (0.091 in this run of about 880 trajectories, with a sampling error near 0.01). The closed cone thus rests on the symmetry of the surface.

For birth at $\tau=1$, (9) gives 0.703 per unscattered arrival, and a simulation of $10^6$ births gives 0.704. At $\tau=0.01$ the value is 0.369, already close to the direction limit. A simulated uniform source, extending to a depth of eight mean free paths, gives 0.588. The standard error is about 0.003 for the roughly 31,000 arrivals expected, so the difference from 0.583 is somewhat under two standard errors and is compatible with chance.

These are probabilities per arrival. Per electron born at $d=1.0$ nm, including those that start inward or collide, the first-flight yield is half of (8), or 0.052.

For the sharp step, reflection at normal incidence removes only about 2% of the electrons (the transmission is 0.982). The averages fall by more, from 0.355 to 0.316 by direction and from 0.583 to 0.528 by arrivals, because directions near the edge of the cone are reflected more strongly. Direct integration of the Schrödinger equation for a nearly sharp step reproduces both to the four printed digits. For the smoother step $V=U/(1+e^{-z/w})$ with $w=0.05$ nm the averages are 0.338 and 0.560, between the sharp-step and classical values.

The relative loss by reflection is largest near threshold. At $E=3$ eV, sharp-step reflection lowers the direction result from 0.087 to 0.057, a reduction by about a third of the classical value; at 20 eV it lowers it from 0.646 to 0.623, a reduction by about 4%. These figures belong to the sharp step. If the barrier instead approaches $U$ through the image term of (20) with $\varepsilon=2.6$ and no field, starting at 0.064 or 0.2 nm from the surface, the transmission at threshold is 0.96 or 0.89 rather than zero, and the reduction at 3 eV is only about 3% or 8%.

## How far the numbers can be trusted for a real resist

A polymer is disordered, its barrier is not well known, and a single parabolic band is a simplification. Each of the following changes is made with the other parameters held fixed.

- Changing $U$ to 1.5 or 3.5 eV moves the direction limit from 0.355 to 0.500 or 0.236, and the arrival limit from 0.583 to 0.750 or 0.417.
- Mass ratios $r=0.8$ and $1.2$ give direction limits of 0.480 and 0.283, and arrival limits of 0.729 and 0.486.
- The fully randomizing surface (19) gives $3.5/9.5=0.368$. This is below the arrival limit but slightly above the direction limit, so (5) does not bound the escape when parallel momentum is not conserved.

Repeated attempts also matter. Suppose each collision removes the electron with probability 0.5 and otherwise redirects it isotropically without energy loss, while reflection at the surface is specular. At the same total mean free path, the simulated yield per electron born at 1.0 nm rises from 0.052 to 0.101, a factor of 1.94. Here an electron makes at most two flights on average, and each escapes with probability at most $(1-\mu_c)/2$, so the total yield still cannot exceed (5). This depends on the removal probability. In this model without energy loss, the yield for birth at 1.0 nm in a thick film rises to 0.67 for a removal probability of 0.01 and to 0.88 for 0.001, while electrons born much deeper than they can diffuse before removal still mostly fail to escape. Hence (5) and (6), which concern one encounter with the surface, do not bound the total yield in general.

Smaller corrections come from energy exchange and fields. One vibrational loss of about 0.1 eV lowers the direction limit by 0.005. Raising $E$ by the thermal energy at 300 K, 0.026 eV, changes it by 0.001.

In an extracting field $F$, an electron at distance $z$ outside a dielectric of relative permittivity $\varepsilon$ has the additional energy

$$-\frac{\beta e^2}{16\pi\varepsilon_0z}-eFz,\qquad \beta=\frac{\varepsilon-1}{\varepsilon+1}. \tag{20}$$

Its maximum is where the two terms are equal, and there the barrier is lowered by $\sqrt{\beta e^3F/(4\pi\varepsilon_0)}$. Here $F$ is the field in vacuum; without surface charge the field in the film is smaller by the factor $\varepsilon$. For $F=0.10$ MV/cm, far below a rough breakdown field of 5 MV/cm for the film, and $\varepsilon=2.6$, the lowering is 0.080 eV and raises the direction limit by 0.010.

Tunnelling adds less. For an electron whose normal energy lies $\delta$ below the top of a triangular barrier, the tunnelling exponent is

$$\frac{2\sqrt{2m}}{\hbar}\int_0^{\delta/eF}\sqrt{\delta-eFz}\,dz=\frac{4\sqrt{2m}\,\delta^{3/2}}{3\hbar eF}. \tag{21}$$

It equals 1 at $\delta=0.013$ eV; lowering $U$ by that amount changes the direction limit by 0.002. This is an overestimate, because the image force in (20) rounds the barrier and makes it wider just below its top.

For this example the uncertainty in the barrier, the internal mass, scattering at the surface and repeated attempts outweigh temperature and field. The choice between the two counts, 0.355 against 0.583, is as large an effect as any of these changes to the single-encounter limits. The full set of values is in the numerical output below.

## Numbers as computed

```
Barrier U, energy E from band bottom: 2.5, 6.0 eV
Kinetic energy in vacuum E-U: 3.5 eV
Critical cosine sqrt(U/E): 0.6455
Critical internal angle: 49.8 deg
P_dir = 1-sqrt(U/E): 0.3545
P_dir from trajectories: 0.3550
P_dir over full sphere of directions: 0.1773
P_flux = 1-U/E: 0.5833
P_flux from trajectories: 0.5840
P_flux from channel counting: 0.5833
Ratio P_flux/P_dir: 1.6455
Wrong value, E-U put in place of E: 0.1548
Escaping share outside cone, flat surface: 0.000
Escaping share outside cone, corrugated: 0.091
Mean free path, birth depth: 1.0, 1.0 nm
Escape per unscattered arrival, depth/mfp 0.01: 0.3687
Escape per unscattered arrival, depth/mfp 0.10: 0.4337
Escape per unscattered arrival, depth/mfp 1.00: 0.7029
Escape per unscattered arrival, depth/mfp 3.00: 0.9091
Same, depth/mfp 1, Monte Carlo: 0.704
Same, uniform source, Monte Carlo: 0.588
Sharp-step transmission at normal incidence: 0.9821
P_dir, P_flux with sharp-step reflection: 0.3163, 0.5278
Same from Schroedinger equation: 0.3163, 0.5278
Same, step width parameter 0.05 nm: 0.3375, 0.5600
Table: E (eV), P_dir, P_flux, P_dir with sharp-step reflection
    3.0  0.0871  0.1667  0.0573
    4.0  0.2094  0.3750  0.1700
    6.0  0.3545  0.5833  0.3163
   10.0  0.5000  0.7500  0.4682
   20.0  0.6464  0.8750  0.6232
Neglected effects at the example's E:
P_dir, P_flux for U = 1.5 eV: 0.5000, 0.7500
P_dir, P_flux for U = 3.5 eV: 0.2362, 0.4167
P_dir, P_flux for mass ratio 0.8: 0.4796, 0.7292
P_dir, P_flux for mass ratio 1.2: 0.2831, 0.4861
Escape at fully randomizing surface: 0.3684
Yield per electron born at depth, first flight: 0.0522
Same with repeated attempts, removal chance 0.5: 0.1011
Yield ratio repeated/first flight: 1.94
Change of P_dir for 0.1 eV loss: -0.0054
Thermal energy at 300 K: 0.0259 eV
Change of P_dir for E raised by kT: +0.0014
Extracting field: 0.10 MV/cm
Field / rough breakdown field of 5 MV/cm: 0.020
Relative permittivity (rough): 2.6
Image-force barrier lowering: 0.0800 eV
Change of P_dir from lowering: +0.0104
Depth below top where tunnel exponent is 1: 0.0129 eV
Change of P_dir for U lowered by that depth: +0.0017
```
